\section*{Fivefold higher doping and the tunnelling exponential of a silicon contact}

\section*{Problem}

A metal makes contact with n-type silicon. The barrier height $\phi=0.60$ eV, measured from the metal Fermi level to the top of the conduction-band barrier, is fixed. At a donor density $N_1=1\times10^{20}$ cm$^{-3}$ the characteristic tunnelling energy is $E_{00}=0.12$ eV. The specific contact resistivity $\rho_c$ then contains the factor
\begin{equation}
F=\exp\left(\frac{\phi}{E_{00}}\right).
\end{equation}

(a) By what factor does $F$ fall when the doping is raised fivefold, to $N_2=5\times10^{20}$ cm$^{-3}$? (b) What happens to $F$ if the doping is instead lowered fivefold? (c) Does the whole resistivity follow $F$ when the Fermi level of the heavily doped silicon lies inside the conduction band?

Take the donors to be uniformly distributed and fully active, the space-charge layer to be empty of electrons, and the bands to be parabolic. Leave out the image force, and keep the permittivity and the masses independent of doping.

\section*{A tempting solution}

The electric field in the barrier is produced by the donor charge. Five times the charge density gives five times the field, so a barrier of given height becomes five times thinner. The tunnelling exponent is proportional to the thickness and drops from $0.60/0.12=5$ to $1$. Hence $F$ falls by
\begin{equation}
\frac{e^5}{e^1}=e^4\approx55 .
\end{equation}

\section*{Where it fails}

The fault is in the second sentence. By Gauss's law the field at the interface is set by the donor charge per unit area, $qNW$, where $W$ is the width of the depleted layer and $q>0$ the elementary charge:
\begin{equation}
\mathcal E(0)=\frac{qNW}{\varepsilon}.
\end{equation}
The field is therefore proportional to $N$ at fixed $W$, but $W$ shrinks when $N$ grows.

The proposed answer also contradicts the fixed barrier. The field falls linearly from $\mathcal E(0)$ to zero across the layer, so the band bending is $q\mathcal E(0)W/2=q^2NW^2/(2\varepsilon)$. Replacing $N$ by $5N$ and $W$ by $W/5$ changes this to
\begin{equation}
\frac{q^2(5N)(W/5)^2}{2\varepsilon}
=\frac15\,\frac{q^2NW^2}{2\varepsilon}.
\end{equation}
Donors of density $5N$ in a layer of width $W/5$ can support a barrier of only 0.12 eV, whereas the tempting solution still assumes 0.60 eV. At fixed height, $NW^2$ must stay constant.

\section*{Right solution}

\subsection*{The barrier and its exponent}

Put the interface at $x=0$ and the silicon at $x>0$. Let $V(x)$ be the conduction-band edge, with its value in the bulk as the zero of energy. For the basic estimate the Fermi level is placed at the bulk band edge; this is relaxed in part (c).

The donors give a charge density $+qN$, so the electrostatic potential $\varphi$ obeys $\varphi''=-qN/\varepsilon$. An electron has potential energy $V=-q\varphi$ up to a constant, and therefore
\begin{equation}
V''(x)=\frac{q^2N}{\varepsilon},\qquad 0<x<W .
\end{equation}
At the edge of the depleted layer both the bending and the field vanish, $V(W)=V'(W)=0$. Integrating twice gives
\begin{equation}
V(x)=\frac{q^2N}{2\varepsilon}(W-x)^2 .
\end{equation}
The condition $V(0)=\phi$ fixes the width:
\begin{equation}
W=\sqrt{\frac{2\varepsilon\phi}{q^2N}} .
\label{width}
\end{equation}

Under the barrier, at energy zero, the wave function decays at the local rate $\kappa=\sqrt{2mV}/\hbar$, where $m$ is the mass for motion normal to the interface. In the WKB approximation the amplitude contains $\exp(-\int\kappa\,dx)$. The transmission probability contains its square, $e^{-S}$, with
\begin{align}
S&=\frac{2}{\hbar}\int_0^W\sqrt{2mV(x)}\,dx\\
&=\frac{2\sqrt{2m\phi}}{\hbar}\int_0^W\frac{W-x}{W}\,dx
=\frac{\sqrt{2m\phi}\,W}{\hbar}.
\end{align}
The second line uses $V=\phi(W-x)^2/W^2$, and the last integral is $W/2$. Inserting the width (\ref{width}),
\begin{equation}
S=\frac{\sqrt{2m\phi}}{\hbar}\sqrt{\frac{2\varepsilon\phi}{q^2N}}
=\frac{2\phi}{q\hbar}\sqrt{\frac{m\varepsilon}{N}}
=\frac{\phi}{E_{00}},
\end{equation}
where
\begin{equation}
E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}} .
\label{e00}
\end{equation}

Conductance is proportional to transmission, so the resistivity contains the inverse exponential, $e^{+S}=F$. This is the dominant dependence for a thick barrier, $S\gg1$. It is not the complete transmission, which also has a prefactor depending on the velocities on the two sides.

\subsection*{(a) Raising the doping}

Equation (\ref{e00}) gives $E_{00}\propto\sqrt N$. If the doping is multiplied by $r$, the exponent becomes $\phi/(\sqrt r\,E_{00})$, and
\begin{equation}
\frac{F(N)}{F(rN)}
=\exp\left[\frac{\phi}{E_{00}}\left(1-\frac1{\sqrt r}\right)\right],
\label{ratio}
\end{equation}
with $E_{00}$ taken at the original doping $N$. For $r=5$,
\begin{align}
E_{00}(N_2)&=\sqrt5\times0.12\ \text{eV}=0.2683\ \text{eV},\\
S(N_1)&=\frac{0.60}{0.12}=5.000,\qquad
S(N_2)=\frac{5.000}{\sqrt5}=2.236,\\
\frac{F(N_1)}{F(N_2)}&=\frac{148.4}{9.356}=e^{2.764}=15.9 .
\end{align}
The tunnelling exponential in the resistivity falls about sixteenfold.

With $\varepsilon=11.7\,\varepsilon_0$, equation (\ref{width}) gives widths of 2.79 nm and 1.25 nm. The barrier has become thinner by $\sqrt5$, not by 5. Solving (\ref{e00}) for the mass gives
\begin{equation}
m=\frac{q^2\hbar^2N_1}{4\varepsilon E_{00}^2}=0.205\,m_e ,
\end{equation}
with $m_e$ the free-electron mass. This is the tunnelling mass implied by the stated $E_{00}$.

The gain from a given relative increase in doping diminishes. Since $\ln F=\phi/E_{00}\propto N^{-1/2}$,
\begin{equation}
\frac{d\ln F}{d\ln N}=-\frac{\phi}{2E_{00}},
\end{equation}
which is $-2.5$ at $N_1$ but $-1.1$ at $N_2$. A power law fitted near $N_1$ would therefore overstate the benefit of further doping. In the formal limit $r\to\infty$ the ratio (\ref{ratio}) tends to $e^5\approx148$, because $F$ cannot fall below 1. The WKB estimate loses its basis before that limit, when $S$ is no longer large.

A lower barrier is another way to reduce $F$. At the original doping, the same sixteenfold fall requires a barrier reduction
\begin{equation}
\Delta\phi=E_{00}\times2.764=0.12\ \text{eV}\times2.764=0.33\ \text{eV}.
\end{equation}

\subsection*{(b) Lowering the doping}

A fivefold reduction divides $E_{00}$ by $\sqrt5$ and multiplies the exponent by $\sqrt5$. The factor $F$ then rises by
\begin{equation}
\frac{F(N_1/5)}{F(N_1)}
=\exp\left[\frac{\phi}{E_{00}}(\sqrt5-1)\right]
=e^{6.18}\approx483 .
\end{equation}
The two directions are not mirror images, because $\ln F$ is not linear in $\ln N$. The direction of the doping change must therefore be stated along with its size.

Temperature also matters more on this side. Tunnelling near the Fermi level dominates when $E_{00}\gg k_BT$. At 300 K, where $k_BT=0.0259$ eV, the ratio $E_{00}/k_BT$ is 4.6 at $N_1$ and 10.4 at $N_2$. At $N_1/5$ it is only $4.64/\sqrt5\approx2.1$. At this doping and temperature the Fermi level lies close to the band edge, and thermally excited electrons, which meet a thinner part of the barrier, carry most of the current. The factor 483 describes $F$, and should not be taken as the room-temperature change of $\rho_c$.

\subsection*{(c) The Fermi level inside the band}

At these dopings the bulk Fermi level lies an energy $\zeta$ above the band edge. Silicon has six equivalent conduction-band valleys. Each is an ellipsoid with two transverse masses $m_t$ and one longitudinal mass $m_l$. Take $m_t=0.205\,m_e$, as implied above, and $m_l=0.92\,m_e$ as a model input.

At zero temperature each valley is filled up to an ellipsoid with semi-axes $\sqrt{2m_i\zeta}/\hbar$. With two spins and $1/(2\pi)^3$ states per unit volume of wave-vector space,
\begin{equation}
N=\frac{6\times2}{(2\pi)^3}\,\frac{4\pi}{3}\,
\frac{(2m_d\zeta)^{3/2}}{\hbar^3},
\qquad m_d=(m_t^2m_l)^{1/3}=0.338\,m_e .
\end{equation}
The numerical factor is $2/\pi^2$, so
\begin{equation}
\zeta=\frac{\hbar^2}{2m_d}\left(\frac{\pi^2N}{2}\right)^{2/3}.
\end{equation}
This gives $\zeta=0.0705$ eV at $N_1$ and $0.2060$ eV at $N_2$.

Two things change. The metal Fermi level now also lies at energy $\zeta$, so a barrier top $\phi$ above it requires a total bending $B=\phi+\zeta$. The electrons at the Fermi level, however, enter the barrier above its foot. The first effect makes the barrier higher and wider as seen from the band edge; the second shortens the tunnelling path.

For an electron whose energy of normal motion is $E$, set $u=(W_B-x)/W_B$ and $e=E/B$, where $W_B$ is the width (\ref{width}) with $\phi$ replaced by $B$. Then $V=Bu^2$, and the forbidden region is $\sqrt e<u<1$. The exponent is
\begin{equation}
S(E)=\frac{2\sqrt{2mB}\,W_B}{\hbar}
\int_{\sqrt e}^{1}\sqrt{u^2-e}\,du .
\end{equation}
The algebra that gave $\phi/E_{00}$ now gives $\sqrt{2mB}\,W_B/\hbar=B/E_{00}$. The integral follows from the antiderivative
\begin{equation}
\int\sqrt{u^2-e}\,du=\frac12\left[u\sqrt{u^2-e}
-e\ln\left(u+\sqrt{u^2-e}\right)\right].
\end{equation}
At the lower limit the first term vanishes and the logarithm is $\ln\sqrt e$. Hence
\begin{equation}
S(E)=\frac{B}{E_{00}}\left[\sqrt{1-e}
-e\ln\frac{1+\sqrt{1-e}}{\sqrt e}\right].
\label{sdeg}
\end{equation}
As $\zeta\to0$ with $E=\zeta$, both $e$ and $e\ln e$ vanish, and $S$ returns to $\phi/E_{00}$.

At the Fermi level, for electrons moving along the normal in valleys with normal mass $m_t$, the values are
\begin{align}
N_1:&\quad B=0.6705\ \text{eV},\quad
e=\frac{0.0705}{0.6705}=0.105,\quad S=4.233,\\
N_2:&\quad B=0.8060\ \text{eV},\quad
e=\frac{0.2060}{0.8060}=0.256,\quad S=1.590 .
\end{align}
The exponential now falls by $e^{4.233-1.590}\approx14$. Degeneracy lowers the two exponents by 0.77 and 0.65 respectively. These reductions nearly cancel in the ratio, which is why the basic estimate of sixteen changes little.

\subsection*{The whole resistivity}

The resistivity also depends on how many electron states take part. For one spin and one transverse wave vector, the zero-temperature conductance is $(q^2/h)T$, with $T$ the transmission at the Fermi energy. Assume that the transverse wave vector is conserved and that the metal always offers a matching state. An electron with transverse energy $E_\parallel$ has normal energy $\zeta-E_\parallel$, so
\begin{equation}
\frac1{\rho_c}=\frac{2q^2}{h}\sum_{\text{valleys}}
\int\frac{d^2k_\parallel}{(2\pi)^2}\,T(\zeta-E_\parallel).
\end{equation}
For transverse masses $m_1$ and $m_2$, the scaling $k_i=\sqrt{2m_i}\,p_i/\hbar$ gives $E_\parallel=p_1^2+p_2^2$. The area element becomes
\begin{equation}
d^2k_\parallel=\frac{2\sqrt{m_1m_2}}{\hbar^2}\,d^2p,
\end{equation}
and integration over the angle turns $d^2p$ into $\pi\,dE_\parallel$. With $E=\zeta-E_\parallel$,
\begin{equation}
\frac1{\rho_c}=\frac{2q^2}{h}\sum_{\text{valleys}}
\frac{\sqrt{m_1m_2}}{2\pi\hbar^2}\int_0^\zeta T(E)\,dE .
\label{rho}
\end{equation}

For a (001) interface, four valleys have normal mass $m_t$ and transverse masses $m_t,m_l$. The other two have normal mass $m_l$ and transverse masses $m_t,m_t$; for them $E_{00}$ must be evaluated with $m_l$. Setting $T=e^{-S(E)}$ from (\ref{sdeg}) and integrating (\ref{rho}) by numerical quadrature gives
\begin{align}
\rho_c(N_1)&\approx5.9\times10^{-8}\ \Omega\,\text{cm}^2,\\
\rho_c(N_2)&\approx1.4\times10^{-9}\ \Omega\,\text{cm}^2 .
\end{align}

In this zero-temperature model the resistivity falls about 42-fold, more than its exponential factor. Most of the additional fall can be traced in (\ref{rho}). The range of integration is $\zeta$, which grows by $5^{2/3}\approx2.9$. Together with the fourteenfold change of the exponential at the Fermi level, this gives $14.05\times2.92\approx41$. The small remainder comes from the two heavy valleys, whose share of the conductance rises from about 0.1\% to 2.5\%. The variation of $T$ across the range hardly affects the ratio: the mean of $T$ is about 0.59 of its Fermi-level value at both dopings.

So $\rho_c$ does not simply follow $F$. Nor does the closeness of 42 to the 55 of the tempting solution rescue that argument: 55 came from an exponent computed with the wrong barrier width, whereas 42 contains a change in the number of participating states.

\subsection*{How far the numbers can be trusted}

The sixteenfold result is a statement about $F$ under the stated assumptions. The absolute resistivities are less secure. At $N_2$ the exponent at the Fermi level is only 1.6, so the neglected transmission prefactor can matter as much as moderate changes in the exponent. The prefactor is not small at $N_1$ either: solving the wave equation against a free-electron metal with a Fermi energy between 1 and 10 eV lowers both resistivities, by factors between 1.7 and 2.5, and brings their ratio to between 36 and 40. Temperature acts in the same direction. At 300 K the Fermi level at $N_1$ is only about $2.4\,k_BT$ above the band edge, about half the conductance comes from normal energies above the Fermi level, and the WKB model gives a fall of about 34 instead of 42.

The space-charge layer was also taken to be empty of electrons. In part (c) this is not accurate near its inner edge, where the band edge lies below the Fermi level. Electrons there partly cancel the donor charge and widen the barrier. A Thomas--Fermi estimate raises both Fermi-level exponents by roughly 0.2 and the resistivities by 35 to 40\%, but changes their ratio only slightly.

The image force and the departure from parabolic bands were left out by assumption, but in real contacts at these dopings they are not small. The interface field $2\phi/(qW)$ is 4.3 MV/cm at $N_1$ and 9.6 MV/cm at $N_2$, and the classical image potential lowers the barrier top by about 0.22 and 0.33 eV. The band-edge exponents become about 4.1 and 1.5, and their exponential falls about fourteenfold. Near the interface the tunnelling electron lies close to the middle of the 1.12 eV gap, where a parabolic band overstates the decay rate. A rough two-band estimate, which multiplies $\kappa^2$ by $1-V/E_g$, reduces the sixteenfold fall to about tenfold.

The smooth donor charge is a further approximation. The mean donor spacing $N^{-1/3}$ is 2.15 nm at $N_1$ and 1.26 nm at $N_2$, while the basic barrier widths are 2.79 nm and 1.25 nm. At the higher doping the barrier is about one donor spacing thick, and its local shape must depend on where individual donors sit. If some of the added donors are inactive, the active density should replace $N$. Then $E_{00}$ rises by a factor smaller than $\sqrt5$, and $F$ falls less than sixteenfold.
